# Heitler–London energies of H₂ with nonorthogonal 1s orbitals

## Problem

Two protons are fixed a distance $R$ apart. In atomic units (hartree, bohr) the spin-free Hamiltonian of the two electrons is
$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_{a1}}-\frac1{r_{b1}}-\frac1{r_{a2}}-\frac1{r_{b2}}+\frac1{r_{12}}+\frac1R ,$$
where $r_{a1}$ is the distance of electron 1 from proton $a$. The orbitals are the exact hydrogen functions $a=e^{-r_a}/\sqrt\pi$ and $b=e^{-r_b}/\sqrt\pi$, with overlap $S=\langle a|b\rangle$. The trial space is spanned by the determinants $D_1=|a\alpha\,b\beta|$ and $D_2=|b\alpha\,a\beta|$.

(a) Find the two eigenstates of $H$ within this space, their spins, and their energies in terms of $S$, a direct term $Q$ and an exchange term $A$.

(b) Evaluate all integrals in closed form.

(c) Evaluate the energies at $R=1.4$ bohr and locate the minimum of the lower state.

(d) Determine the sign of $A$, explain it, and state for which $R$ it holds.

## Hints

1. Write out $D_1\pm D_2$ and factor space from spin.
2. Group $H$ so that each orbital meets the Hamiltonian of its own atom.
3. The product $ab$ depends only on $r_a+r_b$; use $\xi=(r_a+r_b)/R$, $\eta=(r_a-r_b)/R$.
4. A two-electron integral is one charge density integrated against the potential of another. Solve Poisson's equation for that potential.
5. Divide $A$ by $S^2$ and read each term as an electrostatic energy.

## Solution

### (a) States and energies

With $ab$ meaning $a(1)b(2)$, $D_1=(ab\,\alpha\beta-ba\,\beta\alpha)/\sqrt2$ and $D_2=(ba\,\alpha\beta-ab\,\beta\alpha)/\sqrt2$, so
$$D_1\pm D_2=(ab\pm ba)\,(\alpha\beta\mp\beta\alpha)/\sqrt2 .$$
For $S_z=0$, $\mathbf S^2=S_-S_+$. The raising operator gives $S_+(\alpha\beta-\beta\alpha)=0$, so the upper sign is a singlet. It gives $S_+(\alpha\beta+\beta\alpha)=2\alpha\alpha$, and $S_-$ returns $2(\alpha\beta+\beta\alpha)$, so the lower sign is a triplet.

Since $\alpha\beta$ and $\beta\alpha$ are orthogonal and $H$ is symmetric in the electrons, $H_{11}=H_{22}=\langle ab|H|ab\rangle$ and $H_{12}=\langle ba|H|ab\rangle$; the overlaps are $1$ and $\langle ba|ab\rangle=S^2$. Both matrices have equal diagonal elements, so $(1,\pm1)$ are eigenvectors of both, and $E_\pm=(H_{11}\pm H_{12})/(1\pm S^2)$.

From $\nabla^2e^{-r}=(1-2/r)e^{-r}$ follows $(-\tfrac12\nabla^2-1/r_a)a=-\tfrac12a$, and likewise for $b$. Hence $H\,ab=(-1+V)\,ab$ with $V=1/R-1/r_{b1}-1/r_{a2}+1/r_{12}$, and $H_{11}=-1+Q$, $H_{12}=-S^2+A$, where
$$Q=\langle ab|V|ab\rangle=\frac1R-2j+J,\qquad A=\langle ba|V|ab\rangle=\frac{S^2}R-2Sk+K .$$
Here $j=\int a^2/r_b$, $k=\int ab/r_a$, $J=\iint a^2(1)b^2(2)/r_{12}$ and $K=\iint\rho(1)\rho(2)/r_{12}$ with $\rho=ab$. The factors 2 arise because the mirror plane makes the two attraction terms equal; in $A$ the spectator electron supplies the factor $S$. Since $(-1\mp S^2)/(1\pm S^2)=-1$,
$$E_\pm=-1+\frac{Q\pm A}{1\pm S^2}\qquad(+\ \text{singlet},\ -\ \text{triplet}).$$
The quotients are energies relative to two separated atoms. This form needs orbitals that are atomic eigenfunctions; with another exponent, kinetic terms remain.

### (b) Integrals

**Coordinates.** With the protons at $z=\mp R/2$ and $d$ the distance from the axis, set $z=\tfrac R2\xi\eta$, $d=\tfrac R2\sqrt{(\xi^2-1)(1-\eta^2)}$. Expanding $d^2+(z\pm R/2)^2$ gives $r_{a,b}=\tfrac R2(\xi\pm\eta)$. Differentiation gives $z_\xi z_\eta+d_\xi d_\eta=0$ (orthogonal coordinates) and scale factors $h_\xi^2=\tfrac{R^2}4\frac{\xi^2-\eta^2}{\xi^2-1}$, $h_\eta^2=\tfrac{R^2}4\frac{\xi^2-\eta^2}{1-\eta^2}$, $h_\varphi=d$. Their product gives $dV=(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. The ratios $h_\eta h_\varphi/h_\xi=\tfrac R2(\xi^2-1)$ and $h_\xi h_\varphi/h_\eta=\tfrac R2(1-\eta^2)$ give, for axial symmetry,
$$\nabla^2=\frac4{R^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right].$$
Let $M_n(c)=\int_1^\infty\xi^ne^{-c\xi}d\xi$. Then $M_0=e^{-c}/c$ and, by parts, $M_n=e^{-c}/c+(n/c)M_{n-1}$.

**$S$ and $k$.** Here $\rho=e^{-R\xi}/\pi$. The $\varphi$ integral gives $2\pi$, and over $\eta$ one has $\int1=2$, $\int\eta=0$, $\int\eta^2=\tfrac23$:
$$S=\tfrac{R^3}2\left[M_2(R)-\tfrac13M_0(R)\right]=e^{-R}s,\qquad s=1+R+\tfrac13R^2 .$$
Since $(\xi^2-\eta^2)/r_a=2(\xi-\eta)/R$, $k=R^2M_1(R)=e^{-R}(1+R)$.

**$j$, $J$, $Q$.** Summing spherical shells, the potential of $a^2$ is
$$\frac1r\int_0^r4t^2e^{-2t}dt+\int_r^\infty4te^{-2t}dt=\frac{1-e^{-2r}(1+2r+2r^2)}r+e^{-2r}(1+2r)=\frac1r-e^{-2r}\Big(1+\frac1r\Big).$$
At $r=R$ this is $j$. Integrating it against $b^2$, the first term gives $j$ again, and $b^2e^{-2r_a}=e^{-2R\xi}/\pi$ repeats the two integrals above with exponent $2R$: $\tfrac{R^3}2[M_2-\tfrac13M_0]=e^{-2R}(\tfrac{R^2}6+\tfrac R4+\tfrac18)$ and $R^2M_1=e^{-2R}(\tfrac R2+\tfrac14)$. Therefore
$$J=\frac1R-e^{-2R}\Big(\frac1R+\frac{11}8+\frac{3R}4+\frac{R^2}6\Big),\qquad Q=e^{-2R}\Big(\frac1R+\frac58-\frac{3R}4-\frac{R^2}6\Big).$$
The bare $1/R$ terms cancel in $Q$ because each atom is neutral.

**$K$: the potential of $\rho$.** Let $p(\xi)=\xi^2-\tfrac13$ and $P_2(x)=\tfrac12(3x^2-1)$, so $\xi^2-\eta^2=p-\tfrac23P_2(\eta)$. Insert $\Phi=f_0(\xi)+f_2(\xi)P_2(\eta)$ into $\nabla^2\Phi=-4\pi\rho$. As $\partial_\eta(1-\eta^2)3\eta=3-9\eta^2=-6P_2$,
$$[(\xi^2-1)f_l']'-l(l+1)f_l=-s_l,\qquad s_0=R^2pe^{-R\xi},\quad s_2=-\tfrac23R^2e^{-R\xi}.$$
The homogeneous solutions are $P_0=1$, $Q_0=\tfrac12\ln\frac{\xi+1}{\xi-1}$ (with $Q_0'=-1/(\xi^2-1)$), $P_2=\tfrac32p$ and $Q_2=\tfrac32(pQ_0-\xi)$. For the last, $(\xi^2-1)Q_2'=3(\xi^3-\xi)Q_0-3\xi^2+2$, whose derivative is $6P_2Q_0-9\xi=6Q_2$. Expanding $Q_0=\xi^{-1}+\tfrac13\xi^{-3}+\tfrac15\xi^{-5}+\dots$ shows $Q_2\to\tfrac2{15}\xi^{-3}$. The combination $(\xi^2-1)(P_lQ_l'-P_l'Q_l)$ equals $-1$ for $l=0$ directly; for $l=2$ the logarithms cancel, leaving $\tfrac12(3\xi^2-1)(2-3\xi^2)+\tfrac92(\xi^4-\xi^2)=-1$. Take
$$f_l=Q_l(\xi)\int_1^\xi P_ls_l+P_l(\xi)\int_\xi^\infty Q_ls_l .$$
In $f_l'$ the boundary terms cancel; in $[(\xi^2-1)f_l']'$ they give $(\xi^2-1)(P_lQ_l'-P_l'Q_l)s_l=-s_l$, as required. This solution is finite at $\xi=1$ and decays at infinity, so it is the Coulomb potential.

**$K$: reduction to one dimension.** With $\int P_2\,d\eta=0$ and $\int P_2^2\,d\eta=\tfrac25$,
$$K=\int\rho\Phi\,dV=\tfrac{R^3}4\int_1^\infty e^{-R\xi}\left[2pf_0-\tfrac4{15}f_2\right]d\xi=\tfrac{R^5}2\iint e^{-R(\xi+\xi')}\left[pp'Q_0(\xi_>)+\tfrac4{45}P_2(\xi_<)Q_2(\xi_>)\right],$$
where $\xi_<,\xi_>$ are the smaller and larger of $\xi,\xi'$. Because $\tfrac4{45}\cdot\tfrac94=\tfrac15$, the bracket is $\tfrac65pp'Q_0(\xi_>)-\tfrac15p(\xi_<)\xi_>$. The integrand is symmetric, so take twice the region $\xi'<\xi$ and define $G(\xi)=\int_1^\xi pe^{-Rt}dt$. Then $pe^{-R\xi}G=(G^2/2)'$, and integration by parts has no boundary term ($G^2\sim(\xi-1)^2$, $Q_0(\infty)=0$):
$$K=\tfrac{R^5}5(3I_1-I_2),\qquad I_1=\int_1^\infty\frac{G^2}{\xi^2-1}d\xi,\qquad I_2=\int_1^\infty\xi e^{-R\xi}G\,d\xi .$$
Now $G=g(1)-g(\xi)$ with $g=e^{-R\xi}q$, $q=\xi^2/R+2\xi/R^2+c$, $c=2/R^3-1/(3R)$, since $Rq-q'=p$. Also $g(1)=2S/R^3$ and $g(-1)=2S'/R^3$ with $S'=e^R(1-R+\tfrac13R^2)$.

For $I_2=g(1)M_1(R)-[M_3/R+2M_2/R^2+cM_1]_{2R}$, the first term is $e^{-2R}(\tfrac23R^{-2}+\tfrac83R^{-3}+4R^{-4}+2R^{-5})$ and the bracket is $e^{-2R}(\tfrac13R^{-2}+\tfrac53R^{-3}+\tfrac{11}4R^{-4}+\tfrac{11}8R^{-5})$, so $I_2=e^{-2R}(\tfrac13R^{-2}+R^{-3}+\tfrac54R^{-4}+\tfrac58R^{-5})$.

For $I_1$, write $G^2=g(1)^2-2g(1)g+g^2$ and divide:
$$\frac q{\xi^2-1}=\frac1R+\frac{q(1)/2}{\xi-1}-\frac{q(-1)/2}{\xi+1},$$
$$\frac{q^2}{\xi^2-1}=\frac{\xi^2}{R^2}+\frac{4\xi}{R^3}+\frac8{R^4}+\frac1{3R^2}+\frac{q(1)^2/2}{\xi-1}-\frac{q(-1)^2/2}{\xi+1}.$$
The polynomial parts contribute $-2g(1)M_0(R)/R=-e^{-2R}(\tfrac43R^{-3}+4R^{-4}+4R^{-5})$ and $e^{-2R}(\tfrac23R^{-3}+\tfrac52R^{-4}+\tfrac{21}4R^{-5})$, together $e^{-2R}(-\tfrac23R^{-3}-\tfrac32R^{-4}+\tfrac54R^{-5})$.

The fractions need $E_1(x)=\int_x^\infty e^{-t}dt/t$. By parts, $E_1=-e^{-x}\ln x+\int_x^\infty e^{-t}\ln t\,dt\to-\ln x-\gamma$ for small $x$, with Euler's constant $\gamma=-\int_0^\infty e^{-t}\ln t\,dt$. Cut the integrals at $\xi=1+\epsilon$. The $g(1)^2$ term gives $\tfrac12g(1)^2\ln(2/\epsilon)$, and the two $1/(\xi-1)$ terms give $-g(1)^2E_1(R\epsilon)+\tfrac12g(1)^2E_1(2R\epsilon)$. Their sum is $\tfrac12g(1)^2[\ln(2/\epsilon)+2\gamma+2\ln R\epsilon-\gamma-\ln2R\epsilon]=\tfrac12g(1)^2(\gamma+\ln R)$, free of $\epsilon$. The $1/(\xi+1)$ terms, with $\int_1^\infty e^{-c\xi}d\xi/(\xi+1)=e^cE_1(2c)$, give $g(1)g(-1)E_1(2R)-\tfrac12g(-1)^2E_1(4R)$. The prefactor is $\tfrac35R^5\cdot\tfrac12\cdot4R^{-6}=6/(5R)$, so $K=K_{\rm poly}+K_{\log}$ with
$$K_{\rm poly}=\tfrac15e^{-2R}\Big(\tfrac{25}8-\tfrac{23}4R-3R^2-\tfrac13R^3\Big),$$
$$K_{\log}=\frac6{5R}\left[S^2(\gamma+\ln R)+2SS'E_1(2R)-S'^2E_1(4R)\right].$$

### (c) Numbers

At $R=1.4$ bohr, $e^{-R}=0.246597$, $e^{-2R}=0.060810$, $1/R=0.714286$. Then $S=0.246597(1+1.4+1.4^2/3)=0.752943$, $S^2=0.566923$, $S'=1.027317$, and in hartree $k=0.246597\times2.4=0.5918$, $j=0.714286-0.060810\times1.714286=0.6100$, $J=0.5035$, $Q=0.060810\,(0.714286+0.625-1.05-1.4^2/6)=-0.00227$.

Integrating $E_1'=-e^{-x}/x$ term by term gives $E_1=-\gamma-\ln x-\sum_{n\ge1}(-x)^n/(n\,n!)$, whose values are $E_1(2.8)=0.016855$ and $E_1(5.6)=0.000571$. With $\gamma=0.577216$ and $\ln R=0.336472$,
$$K_{\log}=\tfrac67\left[0.566923(0.577216+0.336472)+2(0.752943)(1.027317)(0.016855)-1.027317^2(0.000571)\right]=0.4658 .$$
With $K_{\rm poly}=-0.1425$, $K=0.3233$, and $A=0.4049-0.8912+0.3233=-0.1630$ hartree. Relative to two atoms,
$$\text{singlet: }\frac{-0.00227-0.16300}{1.56692}=-0.1055\ \text{hartree}=-2.87\ \text{eV},$$
$$\text{triplet: }\frac{-0.00227+0.16300}{0.43308}=+0.3711\ \text{hartree}=10.10\ \text{eV}.$$
The total energies are $-1.1055$ and $-0.6289$ hartree. At this distance the binding comes almost entirely from $A$.

Numerical one-dimensional minimization of the closed form puts the singlet minimum at $R_e=1.64$ bohr ($0.869$ Å), where $S=0.685$, $Q=-0.0168$, $A=-0.1537$ hartree and the depth is $0.1160$ hartree ($3.16$ eV). The separated-atom energy is exact and $E_+$ is a variational upper bound, so this depth is a lower bound to the exact one, which is roughly 4.7 eV.

### (d) The sign of $A$

$K$ is positive, since $\rho>0$, and so is $S^2/R$. The density $\rho$ carries charge $S$. Expanding the Coulomb energy between the neutral distributions $S\delta_a-\rho$ and $S\delta_b-\rho$ ($\delta_a$ a unit point charge at proton $a$) gives $S^2/R-2Sk+K$, which is $A$. For the unit cloud $\rho/S$,
$$A/S^2=1/R-2u+w,\qquad u=k/S=(1+R)/s,\qquad w=K/S^2 .$$
In this form the only negative term is the attraction of the overlap cloud to both protons. The cloud is densest on the segment joining them ($\xi=1$), and this attraction, $u$ for each proton and $2u$ in total, must outweigh the proton repulsion $1/R$ plus the self-repulsion $w$ of the cloud. The elementary part is $1/R-2u=(1-R-\tfrac53R^2)/(Rs)$, negative only beyond $R_0=(\sqrt{69}-3)/10=0.531$ bohr, so $A<0$ requires $R>R_0$. In hartree:

| $R$ (bohr) | $1/R$ | $2u$ | $w$ | $A/S^2$ |
|---|---|---|---|---|
| 0.5 | 2.000 | 1.895 | 0.615 | +0.721 |
| 1.0 | 1.000 | 1.714 | 0.593 | −0.122 |
| 1.4 | 0.714 | 1.572 | 0.570 | −0.288 |
| 2.0 | 0.500 | 1.385 | 0.535 | −0.349 |
| 5.0 | 0.200 | 0.837 | 0.399 | −0.239 |
| 10.0 | 0.100 | 0.496 | 0.281 | −0.115 |

This electrostatic form arises because the atomic eigenvalue equation has absorbed the kinetic energy; it does not mean that the potential energy falls. From $-\tfrac12\nabla^2a=(1/r_a-\tfrac12)a$ one has $\langle b|-\tfrac12\nabla^2|a\rangle=k-\tfrac12S$, so the kinetic part of $H_{12}$ is $2Sk-S^2$. Subtracting $S^2$ times the atomic kinetic energy $1$ leaves $A_T=2S(k-S)=-\tfrac23R^2e^{-R}S$, negative at every $R$, and a potential part $A_V=A-A_T=S^2/R-4Sk+K+2S^2$. $Q$ has no kinetic part. At 1.4 bohr $A_T=-0.2426$ and $A_V=+0.0796$ hartree: relative to the atoms the singlet's kinetic energy falls by $0.1548$ hartree and its potential energy rises by $0.0494$ hartree. With the exponent fixed at 1, the binding at this distance is a lowering of kinetic energy.

For $R\to0$, $u\to1$ and $w\to J(0)=2-\tfrac{11}8=\tfrac58$, so $1/R$ dominates and $A>0$.

For large $R$, put $x=1/R$. Then $Ru=3(1+x)/(1+3x+\dots)$, so $-2Ru=-6+12x$. Next $s^2=\tfrac19R^4(1+6x)$ gives $RK_{\rm poly}/S^2=-\tfrac35(1+9x)(1-6x)=-\tfrac35-\tfrac95x$. By parts $E_1(y)\simeq e^{-y}/y$, and $S'/S\simeq e^{2R}$, so the $E_1$ terms give $\tfrac65(x-\tfrac14x)=\tfrac9{10}x$. Adding the 1 from $1/R$,
$$RA/S^2=\tfrac65(\gamma+\ln R)-\tfrac{28}5+\tfrac{111}{10R}+O(R^{-2}).$$
The logarithm is the self-repulsion of a needle. The factor $e^{-R(\xi-1)}$ confines $\xi-1\sim1/R$, hence $d\sim\sqrt R$, and $dV$ at $\xi=1$ gives charge $\tfrac34(1-\eta^2)$ per unit $\eta$. A thin rod of line density $\lambda$ has potential $2\lambda\ln(\text{length}/\text{width})\simeq\lambda\ln R$ to logarithmic accuracy, so $w\simeq\ln R\int\lambda^2dz=\ln R\cdot\tfrac2R\cdot\tfrac9{16}\cdot\tfrac{16}{15}=\tfrac65\ln R/R$, while $u\to3/R$ has no logarithm. Thus $A$ turns positive again. The leading terms vanish at $e^{14/3-\gamma}=59.7$ bohr, and the positive $1/R$ term moves the zero inward.

Bracketed root finding on the closed form gives zeros $R_1=0.857$ and $R_2=49.8$ bohr. On a logarithmic grid of 400 points from 0.05 to 100 bohr, $A$ is negative between them and positive outside; this is a numerical statement, not a proof. Negative $A$ does not by itself bind: at $R=1.0$ bohr, $Q=+0.0959$, $A=-0.0897$ and the singlet lies $0.0036$ hartree above the atoms.

## Variation 1: which state lies lower?

Over the common denominator, $(Q+A)(1-S^2)-(Q-A)(1+S^2)=2A-2S^2Q$, so
$$E_+-E_-=\frac{2(A-S^2Q)}{1-S^4},\qquad A-S^2Q=S^2(2j-J)-2Sk+K .$$
The term $1/R$ cancels, as a constant shift of $H$ must. At 1.4 bohr, $2(-0.16171)/(1.56692\times0.43308)=-0.4766$ hartree ($12.97$ eV). At 0.5 bohr $A=+0.665$ hartree, yet the singlet ($+0.768$) lies below the triplet ($+1.900$). On the same grid $A-S^2Q<0$ for all $R<R_2$. At large $R$, $S^2Q$ falls as $e^{-4R}$ against $e^{-2R}$ for $A$, so the order reverses at $R_2$, with a minute splitting, $E_+-E_-\approx2A=7\times10^{-45}$ hartree at 55 bohr.

This reversal is a defect of the trial function. Let $\Psi$ be the real lowest spatial eigenfunction of $H$ without symmetry restriction. Then $|\Psi|$ has the same mean energy and is also an eigenfunction, which it cannot be with a kink along a nodal surface; so $\Psi$ has one sign. Two such functions cannot be orthogonal, so $\Psi$ is nondegenerate and thus symmetric or antisymmetric under exchange. An antisymmetric function changes sign, so the exact ground state is a singlet at every finite $R$.

## Variation 2: orthogonalized orbitals

Repeat (a) with the Löwdin orbitals $\bar a,\bar b=(\sigma\pm\sigma^*)/\sqrt2$, where $\sigma=(a+b)/\sqrt{2(1+S)}$ and $\sigma^*=(a-b)/\sqrt{2(1-S)}$. Multiplying out,
$$\bar a\bar b-\bar b\bar a=\sigma^*\sigma-\sigma\sigma^*=\frac{ab-ba}{\sqrt{1-S^2}},\qquad\bar a\bar b+\bar b\bar a=\sigma\sigma-\sigma^*\sigma^*=\frac{ab+ba-S(aa+bb)}{1-S^2}.$$
The triplet is the same state as before, whereas the singlet has acquired ionic terms with a negative weight. In $H_{12}$ every one-electron term and the constant carry a factor $\langle\bar a|\bar b\rangle=0$, leaving $\bar K$, the self-repulsion of $\bar a\bar b$. This density changes sign, but $\bar K=\int|\nabla\bar\Phi|^2dV/4\pi>0$ by Poisson's equation and integration by parts. The singlet therefore lies $2\bar K$ above the triplet.

$\bar K$ involves integrals of the type $\iint a^2(1)\rho(2)/r_{12}$ as well. Writing $e^{-r}=\frac1{2\sqrt\pi}\int_0^\infty t^{-3/2}e^{-1/4t}e^{-tr^2}dt$ as a trapezoidal sum over $\ln t$ from $-5$ to $12.5$ in steps of $0.5$ (36 Gaussians) makes all integrals analytic and gives $\bar K=0.0099$ hartree at 1.4 bohr. The singlet is at $-0.6289+2(0.0099)=-0.6091$ hartree, above the separated atoms at $-1$. Since this singlet always lies above the unchanged triplet, and the triplet lies above the separated atoms at every grid point below 40 bohr, it is unbound over that range. In this two-determinant model the negative exchange term, and with it the bond, requires $S\neq0$.

All numerical values are calculated from the stated model.
